# Certifying multipartite entanglement in a Heisenberg ring from its magnetic response: a program that tests the result

```python
# Result under test (hbar = k_B = 1):
#   F_Q = (4/pi) * integral_0^inf tanh(w/2T) chi''(w) dw   for a thermal state,
# and F_Q <= b(k) = s k^2 + r^2, s = N // k, r = N - s k, for every state that is
# k-producible (blocks of at most k entangled spins).
# F_Q: quantum Fisher information for the generator O; chi'': dissipative response of O;
# O = sum_l (-1)^l S^z_l: staggered magnetization of a spin-1/2 ring of N sites;
# H = J sum_l S_l . S_{l+1}, J = 1: Heisenberg ring; T: temperature in units of J.
import numpy as np
import scipy.sparse as sp
from scipy.constants import e as charge, k as boltzmann
from scipy.linalg import expm, solve_sylvester
from scipy.optimize import brentq
from scipy.sparse.linalg import eigsh

rng = np.random.default_rng(7)


def kron_ring(n):
    """Hamiltonian (sparse) and diagonal of O from Kronecker products."""
    sx = np.array([[0, 1], [1, 0]]) / 2
    sy = np.array([[0, -1j], [1j, 0]]) / 2
    sz = np.diag([0.5, -0.5])

    def at(op, i):
        return sp.kron(sp.kron(sp.identity(2**i), op), sp.identity(2**(n - i - 1))).tocsr()

    ham = sum(at(s, i) @ at(s, (i + 1) % n) for i in range(n) for s in (sx, sy, sz))
    stag = sum((-1)**i * at(sz, i).diagonal() for i in range(n))
    return sp.csr_matrix(ham.real), np.real(stag)


def sector_spectrum(n):
    """Energies and |O_mn|^2 in each sector of fixed total S^z, built from bit patterns."""
    sectors = []
    for n_up in range(n + 1):
        states = [s for s in range(2**n) if bin(s).count("1") == n_up]
        index = {s: a for a, s in enumerate(states)}
        ham = np.zeros((len(states), len(states)))
        stag = np.zeros(len(states))
        for a, s in enumerate(states):
            for i in range(n):
                j = (i + 1) % n
                bi, bj = (s >> i) & 1, (s >> j) & 1
                stag[a] += (-1)**i * (bi - 0.5)
                if bi == bj:
                    ham[a, a] += 0.25
                else:
                    ham[a, a] -= 0.25
                    ham[index[s ^ (1 << i) ^ (1 << j)], a] += 0.5
        energy, vec = np.linalg.eigh(ham)
        sectors.append((energy, (vec.T @ (stag[:, None] * vec))**2))
    return sectors


def boltzmann_weights(sectors, temp):
    ground = min(en[0] for en, _ in sectors)
    raw = [np.exp(-(en - ground) / temp) for en, _ in sectors]
    total = sum(w.sum() for w in raw)
    return [w / total for w in raw]


def response_lines(sectors, temp):
    """Positive frequencies of chi'' and the area of each delta peak."""
    freq, area = [], []
    for (en, o2), p in zip(sectors, boltzmann_weights(sectors, temp)):
        w = en[None, :] - en[:, None]
        keep = w > 1e-10
        freq.append(w[keep])
        area.append(np.pi * ((p[:, None] - p[None, :]) * o2)[keep])
    return np.concatenate(freq), np.concatenate(area)


def thermal_qfi(sectors, temp):
    w, area = response_lines(sectors, temp)
    return 4 / np.pi * np.sum(np.tanh(w / (2 * temp)) * area)


def four_variance(sectors, temp):
    # the mean of O vanishes: a translation by one site reverses its sign
    return 4 * sum((p[:, None] * o2).sum()
                   for (_, o2), p in zip(sectors, boltzmann_weights(sectors, temp)))


def state_qfi(rho, o_diag):
    """QFI of any density matrix from its eigenvectors."""
    p, v = np.linalg.eigh(rho)
    o = v.conj().T @ (o_diag[:, None] * v)
    plus, minus = p[:, None] + p[None, :], p[:, None] - p[None, :]
    ok = plus > 1e-12
    return 2 * np.sum(minus[ok]**2 / plus[ok] * np.abs(o[ok])**2)


def bound(n, k):
    s, r = divmod(n, k)
    return s * k * k + r * r


def depth(n, qfi):
    return 1 + max([k for k in range(1, n) if qfi > bound(n, k) + 1e-9], default=0)


# ---- six-site ring: logarithmic derivative, measurements, real-time response ----
n6, t6 = 6, 0.5
h_sparse, o6 = kron_ring(n6)
h6 = h_sparse.toarray()
rho6 = expm(-h6 / t6)
rho6 /= np.trace(rho6)
drho = -1j * (o6[:, None] - o6[None, :]) * rho6
sld = solve_sylvester(rho6.astype(complex), rho6.astype(complex), 2 * drho)
sld = (sld + sld.conj().T) / 2
f_sld = np.trace(rho6 @ sld @ sld).real
f_lines = thermal_qfi(sector_spectrum(n6), t6)
assert abs(f_sld / f_lines - 1) < 1e-7


def classical_fisher(basis, step=1e-4):
    def prob(theta):
        ph = np.exp(-1j * theta * o6)
        shifted = ph[:, None] * rho6 * ph.conj()[None, :]
        return np.einsum("ix,ij,jx->x", basis.conj(), shifted, basis, optimize=True).real
    slope = (prob(step) - prob(-step)) / (2 * step)
    return np.sum(slope**2 / prob(0.0))


f_best = classical_fisher(np.linalg.eigh(sld)[1])
assert abs(f_best / f_sld - 1) < 1e-4
f_random = []
for _ in range(10):
    g = rng.normal(size=(64, 64)) + 1j * rng.normal(size=(64, 64))
    f_random.append(classical_fisher(np.linalg.qr(g)[0]))
assert max(f_random) < f_sld


def functional(x):
    return (2 * np.trace(drho @ x) - np.trace(rho6 @ x @ x)).real


assert abs(functional(sld) / f_sld - 1) < 1e-8
for _ in range(10):
    g = rng.normal(size=(64, 64)) + 1j * rng.normal(size=(64, 64))
    assert functional(sld + 0.05 * (g + g.conj().T)) < f_sld

eta, dt = 0.02, 0.2          # Gaussian resolution (standard deviation) and time step
times = np.arange(0, 6 / eta + dt / 2, dt)
step_u = expm(-1j * h6 * dt)
o_t = np.diag(o6).astype(complex)
corr, comm = [], []
for _ in times:
    m = rho6.T * o_t
    forward, backward = (m @ o6).sum(), (o6 @ m).sum()
    corr.append(forward)
    comm.append((1j * (forward - backward)).real)
    o_t = step_u.conj().T @ o_t @ step_u
window = np.exp(-(eta * times)**2 / 2) * dt
window[0] /= 2
dw = 0.005
omega = np.arange(0, 8 + dw / 2, dw)
phase = np.outer(omega, times)
chi2 = np.sin(phase) @ (window * np.array(comm))
s_omega = (np.exp(1j * phase) @ (window * np.array(corr))).real / np.pi
thermal = np.tanh(omega / (2 * t6))
f_time = 4 / np.pi * np.sum(thermal * chi2) * dw
f_neutron = 4 * np.sum(thermal * (1 - np.exp(-omega / t6)) * s_omega) * dw
# tolerances: the finite resolution shifts the integrals by order (eta/T)^2
assert abs(f_time / f_sld - 1) < 1e-3
assert abs(f_neutron / f_sld - 1) < 3e-3
assert chi2.min() > -1e-5 * chi2.max()


# ---- the producibility bound ----
def partitions(n, largest):
    if n == 0:
        yield []
    for part in range(min(n, largest), 0, -1):
        for rest in partitions(n - part, part):
            yield [part] + rest


for n in range(2, 13):
    for k in range(1, n + 1):
        assert max(sum(b * b for b in q) for q in partitions(n, k)) == bound(n, k)


def block_state(blocks, noise):
    """Product over blocks of a superposition of both Neel patterns, plus random noise."""
    psi = np.ones(1, complex)
    for block in blocks:
        dim = 2**len(block)
        neel = int("".join(str(site % 2) for site in block), 2)
        v = noise * (rng.normal(size=dim) + 1j * rng.normal(size=dim)) / np.sqrt(dim)
        v[neel] += 1
        v[dim - 1 - neel] += 1
        psi = np.kron(psi, v / np.linalg.norm(v))
    order = [site for block in blocks for site in block]
    return psi.reshape((2,) * len(order)).transpose(np.argsort(order)).ravel()


for k in range(1, n6 + 1):
    def random_blocks():
        sites = [int(x) for x in rng.permutation(n6)]
        return [sites[i:i + k] for i in range(0, n6, k)]
    psi = block_state(random_blocks(), 0.0)
    assert abs(state_qfi(np.outer(psi, psi.conj()), o6) - bound(n6, k)) < 1e-8
    for _ in range(15):
        weights = rng.dirichlet(np.ones(3))
        pure = [block_state(random_blocks(), rng.uniform(0, 0.8)) for _ in range(3)]
        mixed = sum(w * np.outer(v, v.conj()) for w, v in zip(weights, pure))
        f_pure = [4 * (np.abs(v)**2 @ o6**2 - (np.abs(v)**2 @ o6)**2) for v in pure]
        f_mixed = state_qfi(mixed, o6)
        assert f_mixed <= weights @ np.array(f_pure) + 1e-8
        assert f_mixed <= bound(n6, k) + 1e-8

neel_mix = np.zeros((64, 64))
neel_mix[np.argmax(o6), np.argmax(o6)] = neel_mix[np.argmin(o6), np.argmin(o6)] = 0.5
f_classical = state_qfi(neel_mix, o6)
pop = np.diag(neel_mix)
v_classical = 4 * (pop @ o6**2 - (pop @ o6)**2)
assert abs(f_classical) < 1e-12 and abs(v_classical - n6**2) < 1e-12

# ---- ground states and high temperature ----
spectra = {n: sector_spectrum(n) for n in (4, 6, 8, 10)}
ground_f = {}
for n in spectra:
    ham, stag = kron_ring(n)
    vec = eigsh(ham, k=1, which="SA", v0=rng.normal(size=2**n))[1][:, 0]
    ground_f[n] = 4 * (vec**2 @ stag**2 - (vec**2 @ stag)**2)
    assert abs(thermal_qfi(spectra[n], 0.02) / ground_f[n] - 1) < 1e-6
assert abs(ground_f[4] - 32 / 3) < 1e-8
hot = 200.0
hot_value = thermal_qfi(spectra[8], hot) * hot**2 / 8
assert abs(hot_value / 0.5 - 1) < 0.02    # remaining correction is of order J/T

# ---- printed results ----
print(f"Test ring N={n6}, T={t6} J; QFI from log. derivative: {f_sld:.5f}")
print(f"  from spectral lines: {f_lines:.5f}; best measurement: {f_best:.5f}")
print(f"  largest of 10 random measurements: {max(f_random):.4f}")
print(f"  from real-time chi'' (resolution {eta} J): {f_time:.5f}")
print(f"  from real-time S(omega), same resolution: {f_neutron:.5f}")
print(f"Neel mixture N={n6}: QFI = {abs(f_classical):.3f}, 4Var = {v_classical:.3f}")
print(f"High T: (F_Q/N)(T/J)^2 at T={hot:.0f} J, N=8: {hot_value:.4f}")

print("Ground states: N, F_Q, F_Q/N, certified depth, T where F_Q = N (J)")
for n in spectra:
    t_sep = brentq(lambda t: thermal_qfi(spectra[n], t) - n, 0.02, 20)
    print(f"  {n:2d}  {ground_f[n]:8.4f}  {ground_f[n]/n:.4f}  {depth(n, ground_f[n])}  {t_sep:.4f}")

N = 10
ring = spectra[N]
print(f"Bounds b(k) for N={N}, k=1..{N}:", [bound(N, k) for k in range(1, N + 1)])

t_line = 0.2
freq, area = response_lines(ring, t_line)
levels, inverse = np.unique(np.round(freq, 7), return_inverse=True)
grouped = np.bincount(inverse.ravel(), weights=area)
share = 4 / np.pi * np.tanh(levels / (2 * t_line)) * grouped
print(f"Strongest lines, N={N}, T={t_line} J: omega (J), tanh, chi'' area, part of F_Q")
for a in np.argsort(share)[::-1][:5]:
    print(f"  {levels[a]:.5f}  {np.tanh(levels[a]/(2*t_line)):.5f}"
          f"  {grouped[a]:.5f}  {share[a]:.5f}")
cut = 2.0
f_cut = share[levels <= cut].sum()
print(f"  F_Q, all lines: {share.sum():.5f}; lines up to {cut} J: {f_cut:.5f}")
assert f_cut <= share.sum()

print(f"N={N}: T (J), F_Q, F_Q/N, 4Var/N, certified depth (1 = none)")
for t in (0.05, 0.1, 0.2, 0.3, 0.4, 0.5, 0.7, 1.0, 1.5, 2.0):
    f = thermal_qfi(ring, t)
    v4 = four_variance(ring, t)
    assert f <= v4 + 1e-9
    print(f"  {t:.2f}  {f:8.4f}  {f/N:.4f}  {v4/N:.4f}  {depth(N, f)}")

grid = np.linspace(0.05, 3, 60)
falling = bool(np.all(np.diff([thermal_qfi(ring, t) for t in grid]) < 0))
print(f"F_Q falls at every step of a grid from 0.05 to 3 J: {falling}")
j_mev = 10.0
kelvin = j_mev * 1e-3 * charge / boltzmann
print(f"Conversion: J = {j_mev:.0f} meV, J/k_B = {kelvin:.3f} K")
print("Crossings F_Q = b(k): k, certified depth below T, T (J), T (K)")
for k in range(1, N):
    if ground_f[N] > bound(N, k):
        t_k = brentq(lambda t: thermal_qfi(ring, t) - bound(N, k), 0.02, 20)
        print(f"  {k}  {k+1}  {t_k:.4f}  {t_k*kelvin:.2f}")
print("all tests passed")
```

It prints:

```
Test ring N=6, T=0.5 J; QFI from log. derivative: 7.16452
  from spectral lines: 7.16452; best measurement: 7.16452
  largest of 10 random measurements: 1.1257
  from real-time chi'' (resolution 0.02 J): 7.16346
  from real-time S(omega), same resolution: 7.16359
Neel mixture N=6: QFI = 0.000, 4Var = 36.000
High T: (F_Q/N)(T/J)^2 at T=200 J, N=8: 0.5006
Ground states: N, F_Q, F_Q/N, certified depth, T where F_Q = N (J)
   4   10.6667  2.6667  4  0.6414
   6   18.6564  3.1094  4  0.5756
   8   27.5345  3.4418  4  0.5577
  10   37.0853  3.7085  5  0.5535
Bounds b(k) for N=10, k=1..10: [10, 20, 28, 36, 50, 52, 58, 68, 82, 100]
Strongest lines, N=10, T=0.2 J: omega (J), tanh, chi'' area, part of F_Q
  0.42324  0.78493  15.37384  15.36476
  1.11628  0.99249  3.62094  4.57572
  2.07663  0.99994  2.38840  3.04082
  2.43576  0.99999  0.29566  0.37644
  3.06329  1.00000  0.22433  0.28563
  F_Q, all lines: 24.65154; lines up to 2.0 J: 20.74721
N=10: T (J), F_Q, F_Q/N, 4Var/N, certified depth (1 = none)
  0.05   37.0547  3.7055  3.7082  5
  0.10   35.0687  3.5069  3.6837  4
  0.20   24.6515  2.4652  3.4496  3
  0.30   17.8311  1.7831  3.0835  2
  0.40   13.8987  1.3899  2.7349  2
  0.50   11.1725  1.1173  2.4483  2
  0.70    7.4942  0.7494  2.0435  1
  1.00    4.4286  0.4429  1.7007  1
  1.50    2.1945  0.2194  1.4342  1
  2.00    1.2766  0.1277  1.3092  1
F_Q falls at every step of a grid from 0.05 to 3 J: True
Conversion: J = 10 meV, J/k_B = 116.045 K
Crossings F_Q = b(k): k, certified depth below T, T (J), T (K)
  1  2  0.5535  64.23
  2  3  0.2609  30.28
  3  4  0.1667  19.35
  4  5  0.0868  10.08
all tests passed
```
